# Norde's function: barrier recovery at ideality one and ambiguity beyond it

## Problem

A metal-semiconductor diode in series with a resistance \(R\) carries the forward current

\[
I=I_s\left[e^{V_d/(n v_t)}-1\right],\qquad V_d=V-IR,\qquad I_s=I_*e^{-\phi/v_t}.
\]

Here \(V>0\) is the applied voltage, \(V_d\) the junction voltage, \(n\) the ideality factor and \(v_t=kT/q\). The barrier \(\phi\) is written in volts, so its value equals the barrier energy in eV. The prefactor \(I_*\) is the contact area times the Richardson constant times \(T^2\). Take \(n\), \(R\), \(\phi\) and \(I_*\) as independent of bias, and \(I_*\) as known. Norde's function is

\[
F(V)=\frac V2-v_t\ln\frac{I(V)}{I_*}.
\]

Three synthetic diodes at 300 K have \(v_t=0.025852\) V and \(I_*=9000\) A (area \(10^{-3}\) cm², Richardson constant 100 A cm⁻² K⁻²). The minima of \(F\) lie at:

- A, with \(n=1\): \(V_0=0.29484\) V, \(I_0=0.517056\) mA, \(F_0=0.57843\) V.
- B, with \(n=1\): \(V_0=0.06643\) V, \(I_0=0.658518\) mA, \(F_0=0.45798\) V.
- C, with \(n\) unknown: \(V_0=0.31616\) V, \(I_0=0.465355\) mA, \(F_0=0.59182\) V.

1. Show that \(F\) has one minimum and find the condition that locates it.
2. For \(n=1\) and \(I_s\ll I_0\), obtain \(\phi\) and \(R\). Apply the result to A.
3. Remove the restriction \(I_s\ll I_0\) for \(n=1\), and treat B.
4. Determine what the minimum of C says when \(n\) is free.
5. Explain why data near the minimum hardly help, and find what additional information does.
6. If \(n>1\) arises from a bias-dependent barrier, which barrier does an analysis with \(n=1\) report?

## Solution

### 1. The minimum

Solving the diode equation for the applied voltage gives

\[
V=IR+n v_t\ln\left(1+\frac I{I_s}\right).
\]

Differentiate with respect to \(I\), then multiply by \(I\):

\[
\frac{dV}{d\ln I}=IR+\frac{n v_t I}{I+I_s}
=v_t\left(x+\frac n{1+r}\right),\qquad x=\frac{IR}{v_t},\quad r=\frac{I_s}{I}.
\]

Since \(F'=1/2-v_t\,d\ln I/dV\),

\[
F'(V)=\frac12-\frac1{x+n/(1+r)}.
\]

As \(V\) grows from zero, \(I\) grows, so \(x\) rises and \(r\) falls. The denominator therefore increases steadily from zero to infinity, and \(F'\) increases from \(-\infty\) to \(1/2\). It vanishes once, at a minimum, where

\[
x_0=2-\frac n{1+r_0}. \tag{1}
\]

This holds for every \(n>0\) in the model, so the existence of a minimum is no evidence that \(n=1\).

### 2. Ideality one, small saturation current

With \(n=1\) and \(r_0\ll1\), equation (1) gives \(x_0=1\): the resistor drops one thermal voltage. Hence

\[
R=\frac{v_t}{I_0}.
\]

For the barrier, keep \(n\) general for later use. When \(r_0\ll1\),

\[
V_0-I_0R=n v_t\ln\frac{I_0}{I_s}
=n\left(v_t\ln\frac{I_0}{I_*}+\phi\right).
\]

The definition of \(F\) gives \(v_t\ln(I_0/I_*)=V_0/2-F_0\). Therefore

\[
\phi=F_0-\frac{V_0}2+\frac{V_0-I_0R}{n}. \tag{2}
\]

Setting \(n=1\) and \(I_0R=v_t\),

\[
\phi=F_0+\frac{V_0}2-v_t. \tag{3}
\]

For A,

\[
\phi=0.57843+0.14742-0.02585=0.7000\ \text{V},
\]

or 0.7000 eV, and \(R=0.025852/(5.17056\times10^{-4})=50.00\ \Omega\). The curve was generated with 0.70 eV and 50 Ω. Here \(r_0=3.0\times10^{-5}\), so the approximation is well satisfied.

### 3. Ideality one without the approximation

For \(n=1\), equation (1) reads \(x_0=(1+2r_0)/(1+r_0)\). Inserting it into the voltage equation gives

\[
\frac{V_0}{v_t}=\frac{1+2r_0}{1+r_0}+\ln\left(1+\frac1{r_0}\right). \tag{4}
\]

The derivative of the right side with respect to \(r_0\) is

\[
\frac1{(1+r_0)^2}-\frac1{r_0(1+r_0)}=-\frac1{r_0(1+r_0)^2}<0.
\]

The right side falls from infinity to 2, so each \(V_0>2v_t\) determines one \(r_0\). Since \(I_s=r_0I_0\),

\[
\phi=v_t\ln\frac{I_*}{I_0}-v_t\ln r_0
=F_0-\frac{V_0}2-v_t\ln r_0,\qquad
R=\frac{1+2r_0}{1+r_0}\,\frac{v_t}{I_0}.
\]

Subtracting this barrier from (3), and using (4) for \(V_0\), gives the error of the simple formula relative to the true barrier:

\[
V_0-v_t+v_t\ln r_0
=v_t\left[\frac{r_0}{1+r_0}+\ln(1+r_0)\right].
\]

It is positive, and close to \(2r_0v_t\) for small \(r_0\).

For B, \(V_0/v_t=2.5696\), and (4) gives \(r_0=0.3767\). The simple formulas would return 0.4653 eV and 39.26 Ω. The full ones return

\[
\phi=0.45798-0.03322+0.02524=0.4500\ \text{V},
\qquad R=1.2736\times39.258=50.00\ \Omega.
\]

The simple barrier is 15.3 meV too high. In the opposite limit to section 2, \(r_0\to\infty\), the contact is ohmic up to the minimum and \(V_0\to2v_t\). Recovery of the barrier then becomes ill-conditioned, although \(R\) tends to the well-defined value \(2v_t/I_0\): by the derivative above, a small voltage error \(\delta V_0\) changes \(\ln r_0\) by \(-(1+r_0)^2\delta V_0/v_t\).

### 4. One minimum with free ideality

Let \(r_0\ll1\) and \(n<2\), with \(2-n\) much larger than \(r_0\). Equation (1) becomes \(x_0=2-n\), and (2) then gives

\[
R(n)=\frac{(2-n)v_t}{I_0},\qquad
\phi(n)=F_0+\left(\frac1n-\frac12\right)V_0-\frac{2-n}{n}v_t. \tag{5}
\]

The minimum supplies two independent numbers, \(V_0\) and \(I_0\); \(F_0\) follows from them and \(I_*\). There are three unknowns, \(\phi\), \(R\) and \(n\). Each assumed \(n\) in this range yields a diode with the same minimum, up to a relative shift of about \(n r_0/(2-n)\) in \(I_0\), as equation (1) shows to first order in \(r_0\). For C:

| Assumed \(n\) | \(\phi\) (eV) | \(R\) (Ω) |
|---|---:|---:|
| 1.0 | 0.7240 | 55.55 |
| 1.1 | 0.7000 | 50.00 |
| 1.2 | 0.6800 | 44.44 |
| 1.3 | 0.6630 | 38.89 |

Direct minimization for each row reproduced the common minimum within the small corrections expected from finite \(r_0\).

The curve was generated with \(n=1.1\), 0.70 eV and 50 Ω, but its minimum cannot select that row. The sensitivity follows from (5):

\[
\frac{d\phi}{dn}=-\frac{V_0-2v_t}{n^2}.
\]

Integrating from 1 to \(n\),

\[
\phi(1)-\phi(n)=(V_0-2v_t)\left(1-\frac1n\right). \tag{6}
\]

For \(n=1.1\) this is \(0.26446\times0.09091=0.0240\) V. A ten per cent departure from ideality thus produces an error of 24 meV, because the change in \(n\) acts on nearly the whole junction voltage.

For \(n>2\) the minimum changes character. If \(R\) is small enough that \(x_0\) is much smaller than both 1 and \(n-2\), equation (1) gives \(r_0\simeq(n-2)/2\), a low-bias point almost independent of \(R\). With \(n=2.2\) and \(\phi=0.70\) eV, doubling \(R\) from 50 to 100 Ω moves \(V_0\) only from 0.13630 to 0.13622 V. For C, the same doubling halves \(I_0\) at fixed \(x_0\), so \(V_0\) drops by \(n v_t\ln2\), from 0.31616 to 0.29645 V.

### 5. Where the missing information lies

The ambiguity belongs to the single minimum, not to an ideal complete curve. For \(I\gg I_s\),

\[
V=RI+n\,v_t\ln\frac I{I_*}+n\phi. \tag{7}
\]

The functions \(I\), \(\ln I\) and 1 are linearly independent. Three distinct positive currents suffice: if \(a\) and \(b\) are not both zero, the combination \(aI+b\ln I+c\) has derivative \(a+b/I\), which vanishes at most once for \(I>0\), so the combination has at most two zeros; if \(a=b=0\), a nonzero constant \(c\) has none.

Near the minimum, however, the curves of family (5) almost coincide. Put \(I=I_0e^u\). Equation (7), with \(I_0R=(2-n)v_t\), gives

\[
V_n=V_0+v_t\left[(2-n)(e^u-1)+nu\right],
\]

\[
V_n-V_1=-(n-1)v_t(e^u-1-u). \tag{8}
\]

For small \(u\) the bracket in (8) is \(u^2/2\): the curves share both point and slope. An increase in \(n\) is compensated by a decrease in \(R\). Between the first two rows of the table, the voltages differ by only 0.50 mV in magnitude at \(I_0/2\) and 0.79 mV at \(2I_0\), although the barriers differ by 24 meV.

The first distinguishing datum is the curvature. For \(r\ll1\), \(F'=1/2-1/(n+x)\) and \(dx/dV=x/[v_t(n+x)]\), so

\[
F''=\frac{x}{v_t(n+x)^3},\qquad F''(V_0)=\frac{2-n}{8v_t}.
\]

The value 4.352 V⁻¹ for C gives \(n=2-8(0.025852)(4.352)=1.100\).

A second minimum avoids the second derivative. Define \(F_\gamma=V/\gamma-v_t\ln(I/I_*)\). Its derivative \(1/\gamma-1/(n+x)\) vanishes at \(x=\gamma-n\), for \(\gamma>n\). With \(I_3\) the current at the minimum for \(\gamma=3\), the conditions \(I_0R=(2-n)v_t\) and \(I_3R=(3-n)v_t\) give

\[
R=\frac{v_t}{I_3-I_0},\qquad n=2-\frac{I_0}{I_3-I_0}.
\]

For C, \(I_3=0.982385\) mA, hence \(R=50.00\ \Omega\) and \(n=1.100\). Equation (2) then returns 0.7000 eV.

Noise limits such a separation. Let \(V_-\), \(V_0\), \(V_+\) be the voltages at \(I_0/2\), \(I_0\), \(2I_0\). From (7),

\[
V_+-2V_0+V_-=\tfrac12I_0R,\qquad
V_+-V_-=\tfrac32I_0R+n v_t\ln4.
\]

An error \(\varepsilon\) in the middle voltage alters \(I_0R\) by \(-4\varepsilon\). Because \(V_+-V_-\) is unchanged, \(n v_t\ln4\) must change by \(+6\varepsilon\):

\[
\delta n=\frac{6\varepsilon}{v_t\ln4}.
\]

For \(\varepsilon=1\) mV, \(\delta n=0.167\). The three-current solution moves from \(n=1.100\), 50.00 Ω and 0.7000 eV to \(n=1.267\), 41.41 Ω and 0.6688 eV, values lying between the last two rows of the table. A wider current range helps because the separation (8) grows away from \(u=0\), provided the parameters remain constant over that range.

### 6. Which barrier is reported

Suppose the barrier rises with junction voltage as

\[
\phi_{\rm eff}(V_d)=\phi+\left(1-\frac1n\right)V_d.
\]

The forward current \(I_*\exp[-(\phi_{\rm eff}-V_d)/v_t]\) then equals \(I_*e^{-\phi/v_t}e^{V_d/(nv_t)}\), the assumed law for \(I\gg I_s\). Thus \(\phi\) is the barrier extrapolated to zero bias. At the minimum, \(V_d=V_0-(2-n)v_t\). Using (6),

\[
\phi(1)-\phi_{\rm eff}
=\left(1-\frac1n\right)\left[-2+(2-n)\right]v_t
=-(n-1)v_t.
\]

For C, \(\phi_{\rm eff}=0.7266\) eV and \((n-1)v_t=2.6\) meV, which gives the reading 0.7240 eV. In this model the analysis with \(n=1\) reports the barrier at the operating bias less \((n-1)v_t\), a few meV when \(n\) is close to 1, while \(\phi\) refers to zero bias. For \(I\gg I_s\) the current law is the same whether or not \(n\) has this origin, so forward data in that range, taken at a single temperature, cannot establish the interpretation. At junction voltages up to a few \(n v_t\), where \(I\) is not far above \(I_s\), and in reverse, the laws differ: with the reverse flux over the same barrier included, the current is \(I_se^{V_d/(nv_t)}(1-e^{-V_d/v_t})\), not the diode equation of the problem. The low-bias minimum found in section 4 for \(n>2\) therefore belongs to that diode equation and shifts under this barrier model: with \(IR\) negligible, \(F'=0\) reads \(1/n+1/(e^{V_0/v_t}-1)=1/2\), so \(V_0=v_t\ln[(3n-2)/(n-2)]\), which for \(n=2.2\) is 0.081 V in place of 0.136 V.

The prefactor is a separate uncertainty. Replacing \(I_*\) by \(2I_*\) adds a constant to \(F\), leaves the minimum in place and raises the inferred barrier by \(v_t\ln2=17.9\) meV. Even a perfectly determined \(n\) does not remove this shift. The numerical output below lists the values used here.

## Computed results

```
Temperature: 300.0 K
Area: 1.0e-03 cm^2
Richardson constant: 100.0 A cm^-2 K^-2
Thermal voltage vt: 0.025852 V
Prefactor I_star: 9000.0 A
True R, all diodes unless stated: 50.0 ohm
Diode A (n=1) true barrier: 0.70 eV
Diode A Is: 1.5659e-08 A
Diode A V0: 0.29484 V
Diode A I0: 5.17056e-04 A
Diode A F0: 0.57843 V
Diode A r from V0 alone: 3.0285e-05
Diode A simple barrier: 0.70000 eV
Diode A simple R: 49.998 ohm
Diode A predicted barrier bias: 0.0016 meV
Diode A exact recovered barrier: 0.70000 eV
Diode A exact recovered R: 50.000 ohm
Diode B (n=1) true barrier: 0.45 eV
Diode B Is: 2.4807e-04 A
Diode B V0: 0.06643 V
Diode B I0: 6.58518e-04 A
Diode B F0: 0.45798 V
Diode B r from V0 alone: 3.7671e-01
Diode B simple barrier: 0.46534 eV
Diode B simple R: 39.258 ohm
Diode B predicted barrier bias: 15.3387 meV
Diode B exact recovered barrier: 0.45000 eV
Diode B exact recovered R: 50.000 ohm
Diode C true n, barrier: 1.1, 0.70 eV
Diode C V0: 0.31616 V
Diode C I0: 4.65355e-04 A
Diode C F0: 0.59182 V
Assumed n=1.0: barrier 0.72404 eV, R 55.553 ohm
Assumed n=1.1: barrier 0.70000 eV, R 49.998 ohm
Assumed n=1.2: barrier 0.67997 eV, R 44.443 ohm
Assumed n=1.3: barrier 0.66302 eV, R 38.887 ohm
Barrier error of n=1 reading: 24.04 meV
V(n=1.1)-V(n=1) at 0.5 I0: -0.500 mV
V(n=1.1)-V(n=1) at 2.0 I0: -0.793 mV
Curvature of F at minimum: 4.3520 V^-1
n from curvature: 1.0999
Current at minimum for gamma=3: 9.82385e-04 A
Two gammas: n 1.0999, R 50.001 ohm, barrier 0.70001 eV
Three currents: n 1.0999, R 50.002 ohm, barrier 0.70002 eV
Error put on middle voltage: 1.0 mV
With that error: n 1.2673, R 41.406 ohm, barrier 0.66879 eV
Effective barrier at minimum, diode C: 0.72663 eV
(n-1)*vt, diode C: 2.585 meV
Barrier shift if I_star is doubled: 17.92 meV
n=2.2, barrier 0.70 eV: V0 at R=50 ohm: 0.13630 V
n=2.2, barrier 0.70 eV: V0 at R=100 ohm: 0.13622 V
Diode C with R=100 ohm: V0: 0.29645 V
```
